# Early currents of instantaneous and progressive diffusion-controlled nucleation, part 1

(Sections cited here and not found follow in the second part.)

## I. The two laws and their exponents

Two electrodes in the same lead solution each carry one million growing lead nuclei per square centimetre 20 ms after the potential step. In the model treated here, one passes 1.04 mA/cm² and the other 0.69 mA/cm². At 40 ms the first current has risen by a factor of 1.41, to 1.47 mA/cm², and the second by a factor of 2.83, to 1.96 mA/cm². The ions, the potential and the growth law of a single nucleus are the same on both electrodes. What differs is when the nuclei were born: on the first electrode all at time zero, on the second one after another at a constant rate.

### Setting and assumptions

A flat, inert electrode faces a large volume of solution containing metal ions of charge number $n$, bulk concentration $c$ and diffusivity $D$. At $t=0$ the potential is stepped to a value at which the metal deposits. The deposit has molar volume $V$, and $F$ is the Faraday constant. Cathodic current is counted positive, and $i$ is the current per area of the whole electrode. The assumptions are as follows.

1. Each nucleus is a hemisphere of radius $R$ resting on the plane, and it starts from negligible radius. No metal deposits on the bare plane.
2. Every ion that reaches the metal surface is discharged at once, so the ion concentration there is zero. All the current goes into deposition.
3. A supporting salt in excess removes the electric force on the metal ions, and the liquid is at rest. The ions then move by diffusion alone.
4. The dimensionless number $S=cV$ is small. It is the volume of metal that can be made from the ions in a unit volume of solution.
5. The nuclei are so far apart that each draws on undepleted solution.

Nucleation is called *instantaneous* if $N$ nuclei per area are all present at $t=0$ and none are added. It is called *progressive* if nuclei appear at a constant rate $J$ per area and time, starting at $t=0$. With random births, $i$ denotes the mean current.

**Theorem.** Under assumptions 1 to 5, to leading order in $S$,

$$i_{\rm inst}=N K\,t^{1/2},\qquad i_{\rm prog}=\tfrac23\,J K\,t^{3/2},\qquad K=\pi nF\,(2Dc)^{3/2}V^{1/2}.$$

At a time when both electrodes carry the same number of nuclei, $N=Jt$, the progressive current is two thirds of the instantaneous one.

The proof needs the current into one hemisphere of given size, and then the growth of that hemisphere in time.

### Lemma 1: current into one hemisphere

*A hemisphere of radius $R$ in a steady diffusion field draws the current $I_1=2\pi nFDcR$.*

*Proof.* Let $r$ be the distance from the centre of the hemisphere's base, and look for a concentration $C(r)$ that depends on $r$ alone. Steady diffusion requires

$$\frac{1}{r^2}\frac{d}{dr}\left(r^2\frac{dC}{dr}\right)=0 .$$

Hence $r^2\,dC/dr$ is a constant, and one integration gives $C=\alpha_1+\alpha_2/r$. Far away $C=c$, so $\alpha_1=c$. At the metal $C(R)=0$, so $\alpha_2=-cR$. The field is

$$C(r)=c\left(1-\frac Rr\right).$$

The inert plane must let no ions through. The gradient of $C$ points along the radius, and at any point of the plane the radius lies in the plane, so the component of the flux normal to the plane vanishes. The spherical solution therefore satisfies the condition on the plane without change.

At the metal surface $dC/dr=c/R$. The flux of ions towards the metal is $Dc/R$ in moles per area and time. Multiplication by the hemisphere's area $2\pi R^2$ and by the charge per mole $nF$ gives

$$I_1=nF\cdot 2\pi R^2\cdot\frac{Dc}{R}=2\pi nFDcR .\qquad\blacksquare$$

The current grows with the radius and not with the area. A larger hemisphere offers more surface, but the gradient at that surface is weaker in proportion to $1/R$.

### Lemma 2: growth of one hemisphere

*A nucleus of age $a$ has the radius $R=(2SDa)^{1/2}$ and draws the current $I_1=K a^{1/2}$.*

*Proof.* The hemisphere contains $\tfrac{2\pi}{3}R^3/V$ moles of metal. The rate of change of this amount equals the rate at which ions arrive, $I_1/(nF)$:

$$\frac{2\pi R^2}{V}\frac{dR}{da}=2\pi DcR .$$

Division by $2\pi R$ and multiplication by $V$ give

$$R\frac{dR}{da}=DcV=SD .$$

The left side is half the derivative of $R^2$. With $R=0$ at birth, $R^2=2SDa$. This radius is inserted in Lemma 1:

$$I_1=2\pi nFDc\,(2DcVa)^{1/2}=\pi nF\,(2Dc)(2Dc)^{1/2}V^{1/2}a^{1/2}=Ka^{1/2}.\qquad\blacksquare$$

Lemma 1 assumed a steady field although the boundary moves. The field near the nucleus adjusts in a time of order $R^2/D$, which by the growth law equals $2Sa$. This is a small fraction of the age if $S\ll1$, and that is the role of assumption 4. The size of the remaining error is derived in the second half.

### Proof of the theorem

*Instantaneous case.* All $N$ nuclei have the age $t$, and by assumption 5 their currents add. Hence $i_{\rm inst}=NKt^{1/2}$.

*Progressive case.* Between the times $u$ and $u+du$, the number $J\,du$ of nuclei is born per area. At time $t$ their age is $t-u$, and each draws $K(t-u)^{1/2}$. The sum over all birth times is

$$i_{\rm prog}=JK\int_0^t (t-u)^{1/2}du=JK\left[-\tfrac23(t-u)^{3/2}\right]_0^t=\tfrac23JKt^{3/2}.$$

*Comparison.* The ratio of the two currents at the same time is

$$\frac{i_{\rm prog}}{i_{\rm inst}}=\frac23\,\frac{Jt}{N},$$

which equals $2/3$ when $Jt=N$. $\blacksquare$

### What the exponents and the factor mean

The exponent $1/2$ belongs to the single nucleus: its current follows its radius, and its radius grows as the square root of its age. In the progressive case the number of nuclei is itself proportional to $t$, which adds one whole power. The exponent $3/2$ is therefore the sum of $1$ from counting and $1/2$ from growth.

The factor $2/3$ comes from the spread of ages. At time $t$ the ages are spread evenly between $0$ and $t$, and the mean of $\sqrt{a/t}$ over such a spread is $2/3$. The mean current per nucleus is thus two thirds of the current of the oldest one.

The deposited charge shows the age spread more strongly. Integration of the two currents from $0$ to $t$ gives

$$q_{\rm inst}=\tfrac23NKt^{3/2},\qquad q_{\rm prog}=\tfrac{4}{15}JKt^{5/2}.$$

At $N=Jt$ their ratio is $\tfrac{4}{15}\cdot\tfrac32=\tfrac25$. With equal numbers of nuclei, the progressive deposit contains two fifths of the metal.

The exponent is read from the slope of $\ln i$ against $\ln t$, and the slope depends on the choice of time zero. Suppose growth begins only after a delay $t_0$, so that $i\propto(t-t_0)^p$, while time is counted from the potential step. Then

$$\frac{d\ln i}{d\ln t}=p\,\frac{t}{t-t_0},$$

which exceeds $p$ for $t>t_0>0$. An unnoticed delay makes either process look steeper than it is.

### The numbers of the example

The example takes $n=2$, $D=1.0\times10^{-5}$ cm²/s, $c=10$ mM $=1.0\times10^{-5}$ mol/cm³ and $V=18.3$ cm³/mol at 298.15 K. These are rough values for lead ions and lead metal. They give

$$S=cV=1.0\times10^{-5}\times18.3=1.83\times10^{-4}.$$

The nucleation parameters are chosen: $N=1.0\times10^{6}$ cm⁻² and $J=5.0\times10^{7}$ cm⁻² s⁻¹. The numbers of nuclei agree at $t_{\rm eq}=N/J=20$ ms. At that age a nucleus has the radius

$$R=\sqrt{2\times1.83\times10^{-4}\times1.0\times10^{-5}\times0.020}\ \text{cm}=8.56\times10^{-6}\ \text{cm}=85.6\ \text{nm}.$$

The definition of $K$ gives $7.335\times10^{-9}$ A s$^{-1/2}$. One nucleus of this age draws $7.335\times10^{-9}\times\sqrt{0.020}$ A $=1.04$ nA. One million of them per cm² draw 1.04 mA/cm², or 10.4 A/m². The progressive current is two thirds of this, 0.69 mA/cm² or 6.9 A/m².

| $t$ (ms) | instantaneous (mA/cm²) | progressive (mA/cm²) | ratio |
|---|---|---|---|
| 5 | 0.519 | 0.086 | 0.167 |
| 10 | 0.734 | 0.245 | 0.333 |
| 20 | 1.037 | 0.692 | 0.667 |
| 40 | 1.467 | 1.956 | 1.333 |

Each doubling of time multiplies the first current by $2^{1/2}=1.41$ and the second by $2^{3/2}=2.83$. The ratio grows in proportion to time. The progressive current overtakes the other at $t=\tfrac32t_{\rm eq}=30$ ms, when that electrode carries one and a half times as many nuclei. The table gives the ideal laws; the second half derives their errors.

### Proposition 1: both laws as limits of one

Nuclei often form at particular sites, and the supply of sites is finite. Let there be $N_s$ sites per area, each becoming active with the constant probability $A$ per unit time. The density of unused sites at time $u$ is then $N_se^{-Au}$, and the birth rate is $AN_se^{-Au}$.

*Under assumptions 1 to 5 the current is*

$$i=N_sK\left[\sqrt t-\frac{\mathcal D(x)}{\sqrt A}\right],\qquad x=\sqrt{At},\qquad \mathcal D(x)=e^{-x^2}\int_0^x e^{y^2}dy,$$

*and its local exponent is*

$$p=\frac{d\ln i}{d\ln t}=\frac{x^2\mathcal D(x)}{x-\mathcal D(x)} .$$

*Proof.* The currents are summed over birth times as before:

$$i=N_sK\int_0^tAe^{-Au}\sqrt{t-u}\,du .$$

Since $Ae^{-Au}$ is the derivative of $-e^{-Au}$, integration by parts gives

$$\int_0^tAe^{-Au}\sqrt{t-u}\,du=\left[-e^{-Au}\sqrt{t-u}\right]_0^t-\int_0^t\frac{e^{-Au}}{2\sqrt{t-u}}\,du .$$

The bracket equals $\sqrt t$, because it vanishes at $u=t$. In the last integral put $v=\sqrt{t-u}$, so that $du=-2v\,dv$. The integral becomes

$$\int_0^{\sqrt t}e^{-At}e^{Av^2}dv=\frac{1}{\sqrt A}\,e^{-x^2}\int_0^xe^{y^2}dy=\frac{\mathcal D(x)}{\sqrt A},$$

with $y=\sqrt A\,v$. This proves the first formula.

For the exponent, differentiation of $\mathcal D$ gives $\mathcal D'=1-2x\mathcal D$, and $dx/dt=\sqrt A/(2\sqrt t)$. Hence

$$\frac{d}{dt}\left[\sqrt t-\frac{\mathcal D}{\sqrt A}\right]=\frac{1}{2\sqrt t}-\frac{1-2x\mathcal D}{2\sqrt t}=\frac{x\mathcal D}{\sqrt t}.$$

Multiplication by $t$ and division by $\sqrt t\,(1-\mathcal D/x)$, which is the bracket itself, give $p=x\mathcal D/(1-\mathcal D/x)$. This is the stated form. $\blacksquare$

*Short times, $At\ll1$.* The equation $\mathcal D'=1-2x\mathcal D$ with $\mathcal D(0)=0$ is solved in powers of $x$ by $\mathcal D=x-\tfrac23x^3+\tfrac4{15}x^5-\dots$. Therefore

$$i=\tfrac23AN_sK\,t^{3/2}\left(1-\tfrac25At+\dots\right),\qquad p=\tfrac32-\tfrac25At+\dots$$

This is the progressive law with $J=AN_s$.

*Long times, $At\gg1$.* The same equation, written as $\mathcal D=(1-\mathcal D')/(2x)$, gives $\mathcal D\approx1/(2x)$ and then $\mathcal D\approx1/(2x)+1/(4x^3)$. To leading order,

$$i=N_sK\,t^{1/2}\left(1-\frac1{2At}\right),\qquad p=\frac12+\frac1{2At}.$$

This is the instantaneous law with $N=N_s$. The two names thus describe the ends of one process, and the product $At$ decides which end applies. The formula for $p$ gives these values:

| $At$ | 0.01 | 0.1 | 1 | 10 | 100 |
|---|---|---|---|---|---|
| $p$ | 1.496 | 1.461 | 1.165 | 0.560 | 0.505 |

Most of the change falls between $At=0.1$ and $At=10$. A single electrode can pass through it during one measurement, provided that overlap has not set in first.

In the example the progressive electrode has $N_s=5.0\times10^8$ cm⁻² and $A=0.10$ s⁻¹, whose product is $J$. At 20 ms, $At=0.002$. The loss from used-up sites is $\tfrac25\times0.002=0.08$ % of the progressive current, so the supply of sites does not limit the birth rate there. This assumes that $A$ itself stays constant, which requires a constant overpotential at the interface.

## II. Where the laws hold

The symbols and results taken from the first half are these. Metal ions of charge number $n$, bulk concentration $c$ and diffusivity $D$ form hemispheres of molar volume $V$ on an inert plane, and $S=cV$. One nucleus of age $a$ has the radius $(2SDa)^{1/2}$ and the current $Ka^{1/2}$, with $K=\pi nF(2Dc)^{3/2}V^{1/2}$. For $N$ nuclei per area born at $t=0$, $i_{\rm inst}=NKt^{1/2}$. For births at the constant rate $J$ per area, $i_{\rm prog}=\tfrac23JKt^{3/2}$. The ideal radius of the oldest nucleus is $R_0=(2SDt)^{1/2}$.

In the example, $S=1.83\times10^{-4}$, $N=1.0\times10^6$ cm⁻² and $J=5.0\times10^7$ cm⁻² s⁻¹. At 20 ms the two electrodes carry equal numbers of nuclei, $R_0=85.6$ nm, and the ideal currents are 1.037 and 0.692 mA/cm². All percentages below refer to these ideal currents at 20 ms unless stated otherwise.

Under the ideal assumptions, the current grows as $t^{1/2}$ for instantaneous and as $t^{3/2}$ for progressive nucleation, and both laws are limits of one law for a finite supply of sites. It remains to derive how unsteady diffusion, slow charge transfer, overlap and residual migration alter these laws, and to estimate the time window in which they hold.

Numerical values quoted here were computed with a short program.
